# Energy Loss per Cycle in a Ferroelectric Rayleigh Loop

## Problem

A ferroelectric fills a parallel-plate capacitor. The field $E$ is uniform and swings periodically between $-E_0$ and $+E_0$, with no other turning points. The amplitude $E_0$, counted from zero to peak, lies well below the coercive field $E_c$, so most of the polarization never reverses. The response follows the Rayleigh law: after each turning point, a field change $\Delta E$ produces the polarization change

$$\Delta P=\varepsilon_i\,\Delta E+\frac{\alpha}{2}\,\Delta E\,|\Delta E| .$$

Here $\varepsilon_i$ is the initial (reversible) permittivity in F/m and $\alpha$ is the irreversible coefficient in C/m² per (V/m)². $P$ stands for the charge per electrode area, as a hysteresis measurement records it. Strictly this is the displacement $D$; the difference $\varepsilon_0E$ is a single-valued function of the field and will drop out of the loss.

(a) Find the two branches of the steady loop.

(b) Find the energy $W$ turned into heat per volume and cycle.

(c) Recover $W$ from a picture of many small bistable regions, and say what a constant bias field does to it.

(d) Evaluate $W$ for a 1 µm film with relative initial permittivity 1000, coefficient $\alpha_r=20$ cm/kV and $E_0=10$ kV/cm, where $\alpha_r$ is the slope of the relative permittivity against field amplitude. Judge which neglected effects matter.

## Hints

1. The law fixes changes of $P$ only. Apply it to the full rise from $-E_0$ to $+E_0$, where $\Delta E=2E_0$, and use the symmetry of the loop to place its centre.

2. The source supplies the work $\oint V\,dQ$. Write $V$ and $Q$ in terms of $E$ and $P$, then ask where this energy can be after a complete cycle.

3. On one branch $P$ is a polynomial in $E$, so $\int E\,dP=\int E\,(dP/dE)\,dE$ is elementary. Terms odd in $E$ vanish between symmetric limits.

4. For (c), let each region switch up at a field $U$ and down at a lower field $V$. Draw the regions as points in the $(U,V)$ plane and mark those that switch in a cycle.

5. For (d), a slope of *relative* permittivity needs a factor $\varepsilon_0$ before it can serve as $\alpha$.

## Solution

### (a) The loop

Let the tips of the loop be $(E_0,P_m)$ and $(-E_0,-P_m)$. Centring the loop on $P=0$ is appropriate for a sample that was depolarized beforehand; a constant offset of $P$ would not alter $dP$ and so would not alter the loss. The rise from the lower to the upper tip has $\Delta E=2E_0$, hence

$$2P_m=2\varepsilon_iE_0+\frac{\alpha}{2}(2E_0)^2=2\varepsilon_iE_0+2\alpha E_0^2,
\qquad P_m=(\varepsilon_i+\alpha E_0)E_0 .$$

The fall back has $\Delta E=-2E_0$ and gives the opposite change, so the loop closes.

At an intermediate field on the rising branch, the change since the last turning point is $\Delta E=E+E_0\ge0$. Therefore

$$P_\uparrow=-P_m+\varepsilon_i(E+E_0)+\frac{\alpha}{2}(E+E_0)^2 .$$

Insert $P_m$ and expand the square:

$$P_\uparrow=-\varepsilon_iE_0-\alpha E_0^2+\varepsilon_iE+\varepsilon_iE_0+\frac{\alpha}{2}E^2+\alpha EE_0+\frac{\alpha}{2}E_0^2 .$$

The terms $\pm\varepsilon_iE_0$ cancel, and the two terms in $E_0^2$ combine to $-\alpha E_0^2/2$:

$$P_\uparrow=(\varepsilon_i+\alpha E_0)E-\frac{\alpha}{2}(E_0^2-E^2).$$

The falling branch follows from the symmetry $P_\downarrow(E)=-P_\uparrow(-E)$:

$$P_\downarrow=(\varepsilon_i+\alpha E_0)E+\frac{\alpha}{2}(E_0^2-E^2).$$

The loop is a straight line of slope $\varepsilon_i+\alpha E_0$ with a parabolic bulge on either side. At $E=0$ on the way down, the polarization left is $\alpha E_0^2/2$. This is the remanence of the minor loop, not that of the fully switched material.

### (b) The loss

For electrode area $A$ and thickness $d$, the voltage is $V=Ed$ and the charge changes by $dQ=A\,dP$. The source supplies

$$\oint V\,dQ=Ad\oint E\,dP$$

in one cycle, or $\oint E\,dP$ per volume. In the steady state the material returns to its starting state, with the same internal energy if the temperature is held constant. All the work has then left as heat, and $W=\oint E\,dP$. If $P$ is replaced by $P+\varepsilon_0E$, the extra term is $\varepsilon_0\oint E\,dE=0$, which is why the distinction between $P$ and $D$ does not matter here.

On the rising branch,

$$\frac{dP_\uparrow}{dE}=\varepsilon_i+\alpha E_0+\alpha E .$$

The work on this branch is

$$\int_{-E_0}^{E_0}E(\varepsilon_i+\alpha E_0+\alpha E)\,dE
=0+\alpha\int_{-E_0}^{E_0}E^2\,dE=\frac{2}{3}\alpha E_0^3 .$$

The constant part of the slope is multiplied by the odd function $E$ and integrates to zero. On the falling branch the slope is $\varepsilon_i+\alpha E_0-\alpha E$ and the limits are reversed, so

$$\int_{E_0}^{-E_0}E(\varepsilon_i+\alpha E_0-\alpha E)\,dE
=-\alpha\int_{E_0}^{-E_0}E^2\,dE=\frac{2}{3}\alpha E_0^3 .$$

The sum is

$$\boxed{W=\frac{4}{3}\,\alpha E_0^3}$$

The enclosed area gives the same value. Since $EP$ returns to its initial value, $\oint d(EP)=0$, and thus $\oint E\,dP=-\oint P\,dE$. Written out over the two branches,

$$W=\int_{-E_0}^{E_0}(P_\downarrow-P_\uparrow)\,dE
=\alpha\int_{-E_0}^{E_0}(E_0^2-E^2)\,dE
=\alpha\left(2E_0^3-\frac{2}{3}E_0^3\right)=\frac{4}{3}\alpha E_0^3 .$$

The reversible permittivity stores energy and returns it, so $\varepsilon_i$ is absent. The cube has a simple reading: the width of the loop in $P$ grows as $E_0^2$ and its length in $E$ as $E_0$. The waveform between the turning points is also absent, because the law contains no time; a triangular and a sinusoidal field of equal amplitude give equal losses in this model.

Two conventions change the prefactor. With the peak-to-peak field $E_{pp}=2E_0$, the same loss reads $W=\alpha E_{pp}^3/6$. With $\alpha_r$, the slope of relative permittivity against amplitude, $\alpha=\varepsilon_0\alpha_r$ and $W=\frac43\varepsilon_0\alpha_rE_0^3$.

### (c) Bistable regions

Let the irreversible part of $P$ come from independent regions, each contributing $+p$ or $-p$. A region switches up when the rising field passes $U$ and down when the falling field passes $V<U$. Let $n\,dU\,dV$ be the number of regions per volume with switching fields in $dU\,dV$, and let $n$ be constant over the fields that matter.

Start at the lower turning point $-E_0$. Regions with $V>-E_0$ are down. Regions with $V<-E_0$ and $U<E_0$ were switched up earlier and stay up. A rise to $E$ therefore switches the regions with $-E_0<V<U<E$. They fill a right triangle with legs $\Delta E=E+E_0$ and area $\Delta E^2/2$. Each changes its contribution by $2p$, so

$$\Delta P=2pn\,\frac{\Delta E^2}{2} .$$

Comparison with the irreversible term $\frac{\alpha}{2}\Delta E^2$ gives $\alpha=2pn$. A fall from $+E_0$ sweeps an equal triangle with the opposite sign. A uniform density of switching fields thus produces the Rayleigh law.

Over a cycle, one switching region receives the work $2pU$ on the way up and $-2pV$ on the way down, in total $2p(U-V)$. Put $s=U-V$. For given $s$, the field $V$ can lie between $-E_0$ and $E_0-s$, a range of length $2E_0-s$. Summing over all regions that switch,

$$W=2pn\int_0^{2E_0}s(2E_0-s)\,ds
=\alpha\left[E_0s^2-\frac{s^3}{3}\right]_0^{2E_0}
=\alpha\left(4E_0^3-\frac{8}{3}E_0^3\right)=\frac{4}{3}\alpha E_0^3 .$$

A constant bias $E_b$ moves the triangle along the line $U=V$ without changing its size or the values of $s$ inside it. The loss is unchanged as long as the density is uniform over the shifted range as well.

The picture also gives the first rise of a depolarized sample. A slowly decaying alternating field leaves regions with $U+V>0$ down and those with $U+V<0$ up. A first rise to $E$ switches the down regions with $U<E$. For each $U$ between 0 and $E$, these have $V$ from $-U$ to $U$, so their area is $\int_0^E2U\,dU=E^2$. The first rise is

$$P=\varepsilon_iE+2pnE^2=\varepsilon_iE+\alpha E^2 .$$

It carries $\alpha$, whereas the law after a reversal carries $\alpha/2$. At $E=E_0$ it meets the tip $P_m$, which confirms the centring used in (a).

An array of such regions, switched one field step at a time, tests these statements. For the example in (d) it gives 2.3611 mJ/cm³ both without bias and with a bias of $0.3E_0$. Doubling the amplitude from $E_0/2$ to $E_0$ multiplies its loss by 8.0006. The excess over 8 comes from the finite steps. With $N$ steps across the loop, the integral of $s(2E_0-s)$ becomes a sum proportional to

$$\sum_{s=1}^{N-1}s(N-s)=\frac{N^3}{6}\left(1-\frac{1}{N^2}\right).$$

The larger loop has $N=200$ and the smaller $N=100$, so the ratio is $8\,(1-1/200^2)/(1-1/100^2)=8.0006$.

### (d) Numbers for a film

Since 1 cm/kV is $10^{-5}$ m/V, $\alpha_r=2.0\times10^{-4}$ m/V and

$$\alpha=\varepsilon_0\alpha_r=1.771\times10^{-15}\ \text{C/m² per (V/m)²}.$$

With $E_0=10$ kV/cm $=10^6$ V/m,

$$W=\frac43\,(1.771\times10^{-15})(10^{6})^3\ \text{J/m}^3=2361\ \text{J/m}^3=2.36\ \text{mJ/cm}^3 .$$

The voltage amplitude on the film is 1 V. The relative permittivity taken from tip to tip, $P_m/(\varepsilon_0E_0)$, is $1000+200=1200$, and $P_m=1.06$ µC/cm². The minor-loop remanence is 0.089 µC/cm². A square electrode of side 100 µm covers a volume of $10^{-14}$ m³, which dissipates 23.6 pJ per cycle, or 23.6 nW at 1 kHz. The cubic law gives 0.295 mJ/cm³ at 5 kV/cm and 18.9 mJ/cm³ at 20 kV/cm. The second amplitude is already 0.4 of the coercive field assumed below, where the law is less reliable; the two densities of Variation 2 would raise that value by 20 % and 4.8 %.

These parameters are rough typical values for a soft lead zirconate titanate film, with a coercive field taken as 50 kV/cm. The amplitude is a fifth of that field, and a fiftieth of an assumed breakdown field of 500 kV/cm. Real films depart from the model in several ways. The estimates below rest on rough assumed inputs and show sizes, not measured corrections.

- **Loss in the reversible part.** A loss tangent $\tan\delta_i=0.01$ of the reversible response adds $\pi\varepsilon_i\tan\delta_i\,E_0^2$, which is 12 % of $W$. This term is quadratic in the amplitude, so its share varies as $1/E_0$ and reaches 100 % near 1.2 kV/cm. At lower amplitudes the Rayleigh term is the smaller part of the loss.
- **Temperature.** If $\alpha$ rises by 0.3 % per kelvin, use at 60 K above the temperature of measurement raises $W$ by 18 %, at fixed $E_0$.
- **Frequency.** If $\alpha$ falls by 5 % of its 1 kHz value per decade, the loss per cycle at 100 kHz is 10 % lower, again at fixed $E_0$. The Rayleigh law itself has no frequency dependence.
- **Leakage.** An ohmic current density of amplitude $J_0=10^{-8}$ A/cm² adds $J_0E_0/(2f)$ per cycle for a sinusoidal field, about 0.002 % of $W$ at 1 kHz. The share grows as $1/f$ towards low frequency.
- **Series resistance.** A resistance of 50 Ω in the leads dissipates about 0.05 % of the film's Rayleigh loss at 1 kHz.
- **Self-heating.** With a heat capacity of 2.7 J/(cm³ K), one cycle without heat exchange warms the film by 0.9 mK. In steady operation at 1 kHz, one-dimensional heat flow through 500 µm of silicon needs a temperature difference of about 8 µK. This counts the silicon only. Constant temperature is a good assumption for a single small electrode at 1 kHz on a substrate held at fixed temperature; for a densely covered chip or higher frequencies, the path of heat to the surroundings has to be checked.

For the assumed inputs, the first two effects are the largest in this list. Measuring $\alpha$ at the temperature of use removes the second. Measuring it at the frequency of use removes only the shift of $\alpha$. A response that falls with frequency also lags, and the slope of the permittivity does not show the loss from this lag. If the lag comes from a broad spread of linear relaxation times, it adds about $\frac{\pi}{2}\,|d\varepsilon'/d\ln\omega|$ to the $\varepsilon''$ of Variation 1. For a fall of 5 % per decade this is $\frac{\pi}{2}\cdot0.05\cdot200/\ln10=6.8$ in relative units, about 8 % of the Rayleigh value 84.9. The first has to be added to $W$. A further correction, from a nonuniform density of switching fields, is the subject of Variation 2.

## Variation 1: sinusoidal field and loss tangent

*For $E=E_0\sin\theta$ with $\theta=\omega t$, find the loss tangent and the third harmonic.*

On the rising branch $\cos\theta>0$, and $E_0^2-E^2=E_0^2\cos^2\theta$. Both branches are contained in

$$P=(\varepsilon_i+\alpha E_0)E_0\sin\theta-\frac{\alpha E_0^2}{2}\cos\theta\,|\cos\theta| .$$

The Fourier coefficients of $\cos\theta|\cos\theta|$ follow from one quarter period, since all four quarters contribute equally:

$$a_1=\frac4\pi\int_0^{\pi/2}\cos^3\theta\,d\theta=\frac4\pi\cdot\frac23=\frac{8}{3\pi}.$$

For the third harmonic, use $\cos3\theta=4\cos^3\theta-3\cos\theta$:

$$a_3=\frac4\pi\int_0^{\pi/2}(4\cos^5\theta-3\cos^3\theta)\,d\theta
=\frac4\pi\left(\frac{32}{15}-2\right)=\frac{8}{15\pi}.$$

Define the fundamental response by $P_1=\varepsilon'E_0\sin\theta-\varepsilon''E_0\cos\theta$, so that a lagging polarization has $\varepsilon''>0$. Then

$$\varepsilon'=\varepsilon_i+\alpha E_0,\qquad
\varepsilon''=\frac{\alpha E_0}{2}\,a_1=\frac{4\alpha E_0}{3\pi}.$$

In $\oint E\,dP$ the field is a pure $\sin\theta$. Higher harmonics of $dP/d\theta$ are orthogonal to it, as is the $\cos\theta$ that comes from $\varepsilon'$. What remains is

$$W=\varepsilon''E_0^2\int_0^{2\pi}\sin^2\theta\,d\theta=\pi\varepsilon''E_0^2=\frac43\alpha E_0^3 .$$

An ellipse with the same $\varepsilon''$ has the same area as the Rayleigh loop, although its shape differs. The difference shows in the third harmonic, whose cosine amplitude is $a_3/a_1=1/5$ of the fundamental one.

The loss tangent is

$$\tan\delta=\frac{\varepsilon''}{\varepsilon'}=\frac{4}{3\pi}\,\frac{\alpha E_0}{\varepsilon_i+\alpha E_0}.$$

At small amplitude it grows linearly with $E_0$. For $\alpha E_0\gg\varepsilon_i$ it would approach $4/(3\pi)=0.424$, provided the Rayleigh law still held there. For the film, $\varepsilon''/\varepsilon_0=84.9$ and $\tan\delta=84.9/1200=0.071$, far below that limit because $\alpha E_0$ is a fifth of $\varepsilon_i$. These values describe the Rayleigh loss alone. The reversible loss assumed in (d) adds $0.01\times1000/1200=0.008$ for the film, and at small amplitude the total tends to 0.01 instead of zero.

## Variation 2: a density that grows towards the coercive field

*Let the density of regions rise with the half-width $c=(U-V)/2=s/2$ of their individual loops. Find the change of the loss for the factors $1+c/E_c$ and $1+(c/E_c)^2$.*

Such a rise is plausible because most of the polarization switches near $E_c$; the two forms are chosen for simplicity. Their growth to 2 at $c=E_c$ is not fitted to a real material, and the corrections below scale in proportion to the growth assumed. Let $\alpha$ keep its small-field value, $2p$ times the density at $c=0$. The linear factor adds

$$\Delta W=\frac{\alpha}{2E_c}\int_0^{2E_0}s^2(2E_0-s)\,ds
=\frac{\alpha}{2E_c}\,(2E_0)^4\left(\frac13-\frac14\right)=\frac{2\alpha E_0^4}{3E_c}.$$

Divided by $W=\frac43\alpha E_0^3$, this is

$$\frac{\Delta W}{W}=\frac{E_0}{2E_c}.$$

The quadratic factor adds

$$\Delta W=\frac{\alpha}{4E_c^2}\int_0^{2E_0}s^3(2E_0-s)\,ds
=\frac{\alpha}{4E_c^2}\,(2E_0)^5\left(\frac14-\frac15\right)=\frac{2\alpha E_0^5}{5E_c^2},$$

$$\frac{\Delta W}{W}=\frac{3}{10}\left(\frac{E_0}{E_c}\right)^2 .$$

For $E_0/E_c=0.2$ the increases are 10 % and 1.2 %, and the switched array of regions reproduces both. Both factors grow from 1 at $c=0$ to 2 at $c=E_c$, yet the corrections differ by a factor of about eight, so the form of the density matters and not only its overall growth. Doubling the amplitude doubles the first correction and quadruples the second, so the loss then rises faster than $E_0^3$. A measured exponent above 3 in this range would be consistent with a growing density, but would not prove it. An exponent below 3 would not exclude it either, because the quadratic loss of the reversible part lowers the exponent of the total. If $\alpha$ is instead fitted to the slope of the permittivity over a wide range of amplitudes, the fitted value already contains part of the correction, or even more than all of it, depending on the range. The corrections above apply only to the small-field $\alpha$ and must not be added to a loss computed from such a fit.

The numerical output below lists the values for the film and for the neglected effects.

## Table of computed values

```
INPUTS (rough typical values, soft PZT film)
relative initial permittivity     1000
alpha_r                           20.0 cm/kV
alpha = eps0*alpha_r              1.7708e-15 C/m^2 per (V/m)^2
field amplitude E0                10.0 kV/cm
film thickness                    1.0 um
voltage amplitude                 1.00 V
electrode side                    100 um
frequency                         1.0 kHz
coercive field                    50 kV/cm
LOOP AND LOSS
tip polarization                  1.0625 uC/cm^2
remanence of minor loop           0.0885 uC/cm^2
loss, summed E dP                 2.3611 mJ/cm^3
loss, formula                     2.3611 mJ/cm^3
loss, formula, SI                 2361.1 J/m^3
loss, rising branch only          1.1806 mJ/cm^3
loss, bistable units              2.3611 mJ/cm^3
loss, units with bias 0.3 E0      2.3611 mJ/cm^3
units: loss(E0)/loss(E0/2)        8.0006
loss at  5.0 kV/cm              0.2951 mJ/cm^3
loss at 20.0 kV/cm              18.8889 mJ/cm^3
relative eps'                     1200.0
relative eps''                    84.88
loss tangent                      0.0707
upper limit of loss tangent       0.4244
third/first cosine amplitude      0.2000
energy per cycle, capacitor       23.61 pJ
heating power, capacitor          23.61 nW
NEGLECTED EFFECTS (rough assumed inputs)
reversible part, assumed tan      0.010
  its loss / Rayleigh loss        11.8 %
leakage at E0, assumed            1e-08 A/cm^2
  its loss / Rayleigh loss        0.0021 %
density growing linearly          +10.00 %
density growing quadratically     +1.20 %
alpha drop per decade, assumed    5 %
  loss change, 1 to 100 kHz       -10 %
alpha rise with T, assumed        0.3 %/K
  loss change for 60 K warmer    +18 %
series resistance, assumed        50 ohm
  its loss / total film loss      0.047 %
heat capacity, assumed            2.7 J/(cm^3 K)
  adiabatic heating per cycle     0.874 mK
steady rise across 500 um silicon 7.87 uK
breakdown field, assumed          500 kV/cm
  breakdown field / E0            50
```
